# Preparing band endpoints: periodic images, rotation and labels of identical atoms

## Result and conventions

A chain-of-states calculation joins two structures by a row of images. Its endpoints are labelled lists of positions, \(x_i\) and \(y_i\), with \(i=1,\dots,N\), and the list chosen for the second structure decides where each atom must end. Different processes can still share the same labelled endpoints. For atoms of one species, let the periodic images and the labels of the endpoint minimize

\[
C=\sum_{i=1}^{N}|y_i-x_i|^2 .
\]

Then on the straight path \((1-t)x_i+t\,y_i\), \(0\le t\le1\), a pair with separations \(p\) and \(q\) at the two ends never comes closer than

\[
r_{\min}\ \ge\ \frac{pq}{\sqrt{p^2+q^2}} . \tag{1}
\]

If all end separations are at least \(d\), the bound is \(d/\sqrt2\). A wrong permutation loses this guarantee. It also fixes a different labelled endpoint, which relaxation of the band cannot repair because the endpoints do not move. This can add barriers, as in the vacancy example below. Such barriers are real features of the energy surface, but they are spurious as a description of the intended event.

Lengths are in bohr and energies in hartree (Eh). The length of a straight path is \(\sqrt C\), the distance in the space of all coordinates. With several species, each species is permuted only within itself, and (1) is guaranteed only for pairs of the same species.

## Periodic images

Stored positions are often wrapped into one cell, so an atom that crosses a face seems to travel back through the whole cell. The cure is to replace each raw displacement \(\Delta\) by the shortest of the vectors \(\Delta+L\), where \(L\) runs over the lattice vectors of the cell. This assumes that the atom really moves to the nearest image; a longer journey cannot be recovered from two wrapped structures.

Rounding the fractional components of \(\Delta\) to \([-\tfrac12,\tfrac12]\) gives the shortest vector in an orthogonal cell, since the squared length is then a sum of independent terms. In an oblique cell it can fail. For a planar cell with equal sides \(\ell\) at \(60^\circ\),

\[
|\Delta|^2=\ell^2(f_1^2+f_2^2+f_1f_2).
\]

Replacing \(f_1\) by \(f_1-1\) changes this by \(\ell^2(1-2f_1-f_2)\), which is negative when \(2f_1+f_2>1\). By symmetry, lowering \(f_2\) helps when \(f_1+2f_2>1\). In the quadrant \(0\le f_1,f_2\le\tfrac12\), neither condition holds inside the quadrilateral with corners \((0,0)\), \((\tfrac12,0)\), \((\tfrac13,\tfrac13)\), \((0,\tfrac12)\). Its area is \(\tfrac16\), so rounding fails on an area \(\tfrac14-\tfrac16=\tfrac1{12}\). The opposite quadrant contributes the same. The shortest image is decided by the six nearest lattice vectors, and none of them helps when \(|2f_1+f_2|\le1\), \(|f_1+2f_2|\le1\) and \(|f_1-f_2|\le1\). The third condition always holds after rounding, and the first two hold whenever \(f_1\) and \(f_2\) have opposite signs, so the other two quadrants contribute nothing. The total is \(\tfrac16\) of the unit area. A comparison with a wide explicit search on a grid gives 0.1666.

It suffices to round first and then search the \(3\times3\) neighbouring images. After rounding, \(|\Delta|\le\sqrt{3/4}\,\ell=0.866\,\ell\). A further shift by two or more cells makes some \(|f_k|\ge\tfrac32\). The cell height is \(0.866\,\ell\), so that image is at least \(1.299\,\ell\) away and cannot win. For a strongly skewed cell this argument may fail, and the cell should be reduced or the search widened.

## Assignment and the no-collision bound

Let \(\tilde y_k\) be the stored endpoint positions in arbitrary order. With the placement of the structure held fixed, each possible partner has a cost

\[
c_{ik}=\min_L|\tilde y_k+L-x_i|^2 ,
\]

and \(C\) is the sum of one entry from each row and column. This is a linear assignment problem, which the Hungarian method solves without enumerating the \(N!\) permutations.

To see what optimality implies, exchange the targets of atoms \(i\) and \(j\). The squares \(|x_i|^2,|x_j|^2,|y_i|^2,|y_j|^2\) occur before and after and cancel, so

\[
\begin{aligned}
\delta C&=|x_i-y_j|^2+|x_j-y_i|^2-|x_i-y_i|^2-|x_j-y_j|^2\\
&=-2x_i\!\cdot y_j-2x_j\!\cdot y_i+2x_i\!\cdot y_i+2x_j\!\cdot y_j\\
&=2\,(x_i-x_j)\cdot(y_i-y_j)=2\,\mathbf p\cdot\mathbf q .
\end{aligned}\tag{2}
\]

Here \(\mathbf p\) and \(\mathbf q\) are the pair vectors at the two ends. At the minimum no exchange lowers \(C\), hence \(\mathbf p\cdot\mathbf q\ge0\). The same holds for atom \(i\) and any periodic image \(j+L\): replace \(x_j,y_j\) by \(x_j+L,y_j+L\) in (2). The exchanged targets are still allowed images, so the minimum cannot lie above their cost.

On the straight path the pair vector is \((1-t)\mathbf p+t\mathbf q\). Dropping its nonnegative cross term gives

\[
|(1-t)\mathbf p+t\mathbf q|^2\ \ge\ g(t)=(1-t)^2p^2+t^2q^2 .
\]

The derivative \(g'(t)=-2(1-t)p^2+2tq^2\) vanishes at \(t_*=p^2/(p^2+q^2)\), where

\[
g(t_*)=\frac{q^4p^2+p^4q^2}{(p^2+q^2)^2}=\frac{p^2q^2}{p^2+q^2}.
\]

This proves (1). Writing the last expression as \(1/(p^{-2}+q^{-2})\) shows that it is at least \(d^2/2\) when \(p,q\ge d\). The bound is attained by a pair that turns by \(90^\circ\) at fixed separation: \(\mathbf p\cdot\mathbf q=0\), and the closest distance is 0.7071 of the end distance.

The opposite case is a plain labelling error between two otherwise identical structures. Then \(\mathbf q=-\mathbf p\), and the two atoms meet at \(t=\tfrac12\). The correct path has zero length and no barrier. The mislabelled one has \(C=2p^2\). If the structure is a minimum, isolated apart from rigid motions, and no rigid motion of the whole structure performs the exchange, the two ends are distinct labelled minima and every continuous path between them must climb out of the first. For a free dimer, or for an equilateral trimer in three dimensions, a rigid rotation does perform the exchange, and no barrier need be crossed. For a trimer confined to the plane the exchange is a reflection, and this escape is closed.

### Sensitivity to errors in the positions

Suppose the first structure is exact and each position \(y_i\) of the second is uncertain by at most \(\varepsilon\). Then \(\mathbf q\) changes by at most \(2\varepsilon\), and (2) gives \(\delta C\ge2\,\mathbf p\cdot\mathbf q-4p\,\varepsilon\). A particular exchange therefore remains unfavourable as long as

\[
\varepsilon<\frac{\mathbf p\cdot\mathbf q}{2p}. \tag{3}
\]

When \(\mathbf p\cdot\mathbf q\) is close to zero, two labellings have nearly equal length, and distance alone is a weak reason to prefer one. Both should then be tried. Even a clear minimum of \(C\) selects the shortest straight path, which need not have the lowest barrier.

## Rigid translation

Shifting the endpoint by a common vector \(s\) leaves its energy unchanged. With \(d_i=y_i-x_i\) and mean \(\bar d\),

\[
\sum_i|d_i+s|^2=\sum_i|d_i-\bar d|^2+N|\bar d+s|^2 ,
\]

because the cross term contains \(\sum_i(d_i-\bar d)=0\). The best shift is \(s=-\bar d\), and it lowers \(C\) by \(N|\bar d|^2\). All pair vectors, and with them (1), are unaffected.

In a periodic crystal this step comes after the labels and images have been fixed. The two stored structures must therefore share a common origin from the outset: a rigid offset that is not small compared with the atomic spacing can change the labels and images that minimize \(C\), and subtracting the mean afterwards does not restore them. Minimizing over translations and labels together can remove the event under study. A vacancy that has moved by one site leaves a crystal that is a translated copy of the first one, so a lattice translation followed by relabelling makes the endpoints coincide. More generally, if the intended event is an exchange of identical atoms, its labels must be kept and assignment must not be applied.

## Rotation of a free cluster

A free cluster may also be rotated. For a periodic structure the cell fixes the orientation, apart from rotations that map its lattice onto itself; these are not used here. Put both centroids at the origin, which is the best translation for every rotation and labelling. Let \(X\) and \(Y\) hold the positions as rows, and rotate \(Y\) to \(YQ\) with \(Q^{T}Q=1\), \(\det Q=1\). Then

\[
C=|X|^2+|Y|^2-2\,\mathrm{tr}(H^{T}Q),\qquad H=Y^{T}X=U\Sigma V^{T},
\]

where \(|X|^2\) is the sum of squared elements and \(\sigma_1\ge\sigma_2\ge\sigma_3\ge0\) are the singular values. Cyclic permutation under the trace gives

\[
\mathrm{tr}(H^{T}Q)=\mathrm{tr}(\Sigma M)=\sum_k\sigma_kM_{kk},\qquad M=U^{T}QV .
\]

The matrix \(M\) is orthogonal with determinant \(s=\det(UV^{T})=\pm1\). If \(s=1\), each \(M_{kk}\le1\) and the best choice is \(M=1\). If \(s=-1\), then \(-M\) is a rotation by some angle \(\varphi\) about a unit vector \(n\), so

\[
M_{kk}=-\cos\varphi-(1-\cos\varphi)\,n_k^2 .
\]

Since \(\sum_k\sigma_kn_k^2\ge\sigma_3\),

\[
\sum_k\sigma_kM_{kk}\le-\cos\varphi\,(\sigma_1+\sigma_2)-\sigma_3\le\sigma_1+\sigma_2-\sigma_3 ,
\]

and \(M=\mathrm{diag}(1,1,-1)\) reaches this value. Both cases together read

\[
Q=U\,\mathrm{diag}(1,1,s)\,V^{T},\qquad
C_{\min}=|X|^2+|Y|^2-2(\sigma_1+\sigma_2+s\,\sigma_3). \tag{4}
\]

Without the sign \(s\), the formula could return a reflection, which no rigid motion can perform.

Rotation and labels depend on each other. One can alternate (4) at fixed labels with the assignment at fixed rotation. Neither step raises \(C\), and there are finitely many permutations, so \(C\) settles. It may settle at a local minimum, and several starting orientations are needed.

## Order of operations

1. For a periodic structure, make sure that both endpoints are stored with a common origin, build \(c_{ik}\) with shortest images, solve the assignment for each species, unwrap each atom relative to its partner, and subtract the mean displacement.
2. For a free cluster, centre both structures and alternate assignment and rotation from many orientations, keeping the lowest \(C\).
3. Check the closest approach on the straight path before relaxing the band.

## Worked case: a vacancy hop

The model is a planar triangular lattice with spacing \(a=5\) bohr, in a periodic cell of \(4\times4\) sites holding 15 atoms. Pairs interact through the Morse energy

\[
E(r)=D\,(z^2-2z),\qquad z=e^{-\alpha(r-r_0)},
\]

with \(D=0.02\) Eh, \(r_0=5\) bohr and \(\alpha=1.2\) bohr\(^{-1}\). The hole is at site \(V\) in the first structure and at the adjacent site \(W\) in the second. The hopping atom crosses the cell boundary, and the second structure is stored wrapped and in shuffled order.

As stored, the straight path has length 40.6 bohr. Correct labels alone reduce it to 15.0 bohr, nearly all due to the hopper, which appears to go back through three spacings. It then runs through two occupied sites. The sampled closest approach is 0.0125 bohr, but this value reflects the sampling: the first encounter is near \(t=\tfrac13\), the nearest of the 401 sample points is \(t=0.3325\), and \(15\times(\tfrac13-0.3325)\approx0.0125\) bohr. The shortest image brings the hopper's displacement down to 5.00 bohr.

If one atom moves by \(a\) and the others hardly move, removal of the mean displacement \(a/15\) gives

\[
C\approx a^2-15\left(\frac a{15}\right)^2=25\times\frac{14}{15}=23.3\ \text{bohr}^2 .
\]

The computed value is 23.35 bohr², a length of 4.83 bohr.

Now exchange the labels of the hopper and of the atom at \(U\), one of the two sites that form an equilateral triangle with \(V\) and \(W\). In the correct labelling the pair vectors are \(\mathbf p=W-U\) and \(\mathbf q=V-U\), at an angle of \(60^\circ\). Equation (2) predicts \(\delta C\approx2a^2\cos60^\circ=25\) bohr². With the relaxed positions it gives 25.01 bohr², and indeed \(23.35+25.01=48.36\) bohr², the cost of the wrong permutation. By (3), with \(p\approx5\) bohr, position errors up to about \(12.5/10=1.25\) bohr could not make this exchange favourable.

The straight paths differ sharply. The smallest end separation is 4.996 bohr, so the bound is 3.53 bohr. The prepared path stays above it, at 4.33 bohr, close to the value \(\sqrt3\,a/2\) for an atom passing midway between two neighbours. On the wrong path the two atoms are at the midpoints of two sides of the triangle when \(t=\tfrac12\), a distance \(a/2\) apart; the computed approach is 2.50 bohr. At that distance \(z=e^{3}\approx20.1\), and this pair alone contributes \(0.02\,(403-40)\approx7.3\) Eh. The whole path peaks at 7.41 Eh, against 0.0975 Eh for the prepared path. Exchanging two neighbouring atoms away from the hop instead gives a closest approach of 0.0000 bohr to the printed resolution.

The translation hazard is also visible. Shifting the second structure by \(V-W\) and reassigning the labels leaves a distance of about \(10^{-11}\) bohr: the hop has vanished.

### Relaxed bands

In the nudged elastic band, image \(R_m\), with unit tangent \(\tau_m\), feels

\[
F_m=-\nabla E+(\nabla E\cdot\tau_m)\tau_m+k\big(|R_{m+1}-R_m|-|R_m-R_{m-1}|\big)\tau_m .
\]

The true force acts across the path, and the springs, of constant \(k\), act along it. The correct band has 8 intervals and the wrong one 16.

The correct band has one maximum, 0.0491 Eh (1.34 eV) above the start. This value belongs to the \(4\times4\) cell; at the same spacing, cells of \(6\times6\) and \(8\times8\) sites give 0.0498 and 0.0493 Eh. A Newton search from its middle image finds a stationary point with one negative curvature and the same barrier to the printed digits. The wrong band has two maxima, both 0.0491 Eh, separated by a minimum at the energy of the start. That minimum agrees in position with the relaxed structure whose hole is at \(U\). The band therefore describes two successive hops: the atom at \(U\) fills \(V\), and the atom at \(W\) then fills \(U\). Lattice symmetry makes the hops equivalent, so this particular exchange adds a barrier without raising the highest one. Other wrong permutations need not behave this way. The enormous peak of the straight path was a property of the starting guess and disappears on relaxation.

The band lengths are 5.25 and 10.64 bohr, a ratio of 2.03. The small excess over 2 goes with a slight asymmetry in the wrong band: the images two intervals before and after its first maximum have energies 0.0254 and 0.0264 Eh, where the correct band has 0.0264 Eh on both sides. Both effects come from the relaxation, not from the energy surface. The step is capped atom by atom, which does not conserve the centroid, and the inner images of the wrong band drift rigidly by 0.07 to 0.09 bohr. A rigid shift costs no energy, but it adds to the length and enters the spacing that the springs equalize. If the mean move of each image is removed at every step, the length becomes 10.51 bohr, the ratio 2.00, and the two energies 0.0263 and 0.0264 Eh.

The barrier read from a band also carries a discretization error. Near the top, take \(E\approx E^\ddagger-\tfrac12\kappa u^2\), with \(u\) the distance along the path. One spacing from the top, the correct band has fallen by \(0.0491-0.0427=0.0064\) Eh. An image half a spacing away would lie lower by about a quarter of this, 0.0016 Eh, or 3% of the barrier. Here the error is avoided because the hop is mirror-symmetric and an even number of intervals puts an image at its centre.

## Worked case: a free cluster

With the same pair energy in three dimensions, six atoms form a bicapped tetrahedron at \(-0.2426\) Eh and an octahedron at \(-0.2498\) Eh. The octahedron is stored rotated and shuffled, at a distance \(\sqrt C=13.5\) bohr from the first structure. Rotation alone reduces this to 7.38 bohr, but two atoms then approach to 1.55 bohr on the straight path. Applying (4) to each of the 720 permutations gives the global minimum, 3.04 bohr. Its closest approach is 4.84 bohr, well above the bound of 3.52 bohr.

Alternation finds the same minimum from 84% of 300 random orientations; the worst start stops at 5.98 bohr. The statistical uncertainty of this fraction is \(\sqrt{0.84\times0.16/300}\approx0.02\). For this cluster, three independent starts would all miss with probability about \(0.16^3\approx0.004\). Other clusters need their own estimate.

The sign in (4) matters here. For one labelling the best proper rotation leaves 8.95 bohr, while a reflection would seem to give 3.04 bohr. This labelling has the largest \(\sigma_3\) among those with \(s=-1\), a value it shares with the other labellings obtained from it by the 24 proper rotations of the octahedron. Inverting an octahedron through its centre merely exchanges opposite atoms, so a reflection of one labelling is a proper rotation of another. A reflected distance therefore cannot fall below the global minimum. It equals the minimum when the inverted partner labelling is an optimal one, as the printed values show for this choice; other labellings need not give this agreement. The short distance is thus attainable, but with different labels. Accepting the reflection while keeping the old labels would silently change the endpoint. The remaining digits are in the numerical output.

## Computed results

```
Morse depth: 0.020 Eh
Morse pair distance: 5.00 bohr
Morse range parameter: 1.20 1/bohr
lattice spacing: 5.00 bohr
atoms in periodic cell: 15
fraction of displacements where rounding fails: 0.1666
90-degree pair turn, closest/end distance: 0.7071
PERIODIC VACANCY HOP, straight paths
hopper displacement, wrapped: 14.9983 bohr
hopper displacement, nearest image: 5.0017 bohr
length, stored order and wrapped: 40.6171 bohr
length, right labels but wrapped: 14.9983 bohr
length, prepared endpoint: 4.8323 bohr
length, wrong permutation: 6.9541 bohr
C, prepared endpoint: 23.3509 bohr^2
C, wrong permutation: 48.3596 bohr^2
change of C from exchange identity: 25.0087 bohr^2
smallest end separation d: 4.9958 bohr
bound d/sqrt(2): 3.5326 bohr
closest approach, prepared: 4.3309 bohr
closest approach, wrong permutation: 2.5004 bohr
closest approach, distant pair swapped: 0.0000 bohr
closest approach, right labels but wrapped: 0.0125 bohr
straight-path peak, prepared: 0.0975 Eh
straight-path peak, wrong permutation: 7.4113 Eh
length after erasing hop by translation: 1.3e-11 bohr
PERIODIC VACANCY HOP, relaxed bands
Newton saddle barrier: 0.04910 Eh
Newton saddle barrier: 1.336 eV
negative curvatures at saddle: 1
intervals, right and wrong: 8 16
barriers counted, right and wrong: 1 2
highest image, right: 0.04910 Eh
first peak, wrong: 0.04909 Eh
second peak, wrong: 0.04909 Eh
middle image energy, wrong: 1.1e-11 Eh
middle image position error: 8.6e-06 bohr
band length, right: 5.254 bohr
band length, wrong: 10.641 bohr
right profile (Eh): 0.0000 0.0082 0.0264 0.0427 0.0491 0.0427 0.0264 0.0082 0.0000
wrong profile, every 2nd (Eh): 0.0000 0.0254 0.0491 0.0264 0.0000 0.0264 0.0491 0.0254 0.0000
largest residual band force: 2.0e-05 Eh/bohr
FREE SIX-ATOM CLUSTER
energy, bicapped tetrahedron: -0.24256 Eh
energy, octahedron: -0.24976 Eh
distance, stored: 13.4700 bohr
distance, rotation only: 7.3786 bohr
distance, best of 720 permutations: 3.0443 bohr
distance, best of 300 alternating starts: 3.0443 bohr
distance, worst alternating start: 5.9820 bohr
fraction of starts reaching the best: 0.840
mirror case, proper rotation: 8.9463 bohr
mirror case, reflection allowed: 3.0443 bohr
cluster bound d/sqrt(2): 3.5197 bohr
closest approach, best alignment: 4.8433 bohr
closest approach, rotation only: 1.5512 bohr
```
